**Touching field of a magnon and a phonon branch**

The program tests that the branches γB + Dk² and ck touch at B = c²/(4γD) and k = c/(2D), where B is the internal field, D the stiffness, c the transverse sound speed, k the wavenumber and γ the gyromagnetic ratio. It finds the touching point by minimizing the frequency difference over k and searching over B, and asserts agreement with the formulas and equal group velocities. It also asserts that there are two crossings at 2.5 T and none at 2.9 T, and checks the widths of the near-degenerate intervals on a grid. Matrices built from the torque and elastic equations test the magnetoelastic splitting and the dipolar shift. Further assertions cover lattice dispersion, the anisotropy field and the sensitivity to D and c. The output gives a touching field of 2.723 T, a wavelength of 25.2 nm and a frequency of 152.6 GHz. With rough garnet parameters, the coupling splits the touch by 0.62 GHz, and the dipolar field shifts it by −87 mT for propagation normal to the field.

## Numerical verification

```python
"""
Result under test: the branches gamma*B + D*k^2 and c*k touch at
B_t = c^2/(4*D*gamma), k_t = c/(2*D), omega_t = c^2/(2*D).
B: internal field (T), k: wavenumber (1/m), D: stiffness (m^2/s),
c: transverse sound speed (m/s), gamma: gyromagnetic ratio (rad/s/T).
All frequencies inside the program are angular, in rad/s.
Rough garnet parameters size the effects left out of this model.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

D = 7.7e-6
c = 3843.0
gamma = const.physical_constants["electron gyromag. ratio"][0]
hbar, charge, kB = const.hbar, const.e, const.k

# Rough room-temperature values for yttrium iron garnet.
Ms = 1.4e5             # magnetization, A/m
density = 5200.0       # kg/m^3
b2 = 7.0e5             # magnetoelastic constant, engineering shear, J/m^3
K1 = -600.0            # cubic anisotropy, J/m^3
cell = 1.24e-9         # cubic cell edge, m
c_long = 7200.0        # longitudinal sound speed, m/s
mu0Ms = const.mu_0 * Ms

B_t = c**2 / (4 * D * gamma)
k_t = c / (2 * D)
w_t = c**2 / (2 * D)


def magnon(k, B):
    return gamma * B + D * k**2


def phonon(k):
    return c * k


def numerical_touch(magnon_branch, phonon_branch):
    """Find the field at which the smallest frequency difference is zero."""
    def closest(B):
        return minimize_scalar(
            lambda q: (magnon_branch(q * 1e8, B)
                       - phonon_branch(q * 1e8)) / 1e11,
            bounds=(0.5, 6.0), method="bounded",
            options={"xatol": 1e-9})
    field = brentq(lambda B: closest(B).fun, 1.5, 4.0, xtol=1e-11)
    return field, closest(field).x * 1e8


# Touching point from minimization and root search.
B_num, k_num = numerical_touch(magnon, phonon)
assert abs(B_num / B_t - 1) < 1e-8
assert abs(k_num / k_t - 1) < 1e-5
assert abs(phonon(k_num) / w_t - 1) < 1e-5
step = 1e-4 * k_num
velocity = (magnon(k_num + step, B_num)
            - magnon(k_num - step, B_num)) / (2 * step)
assert abs(velocity / c - 1) < 1e-5

# Two crossings below the touch and none above it.
B_low, B_high = 2.5, 2.9
grid = np.linspace(1e6, 8e8, 200001)
diff_low = magnon(grid, B_low) - phonon(grid)
diff_high = magnon(grid, B_high) - phonon(grid)
changes = np.flatnonzero(diff_low[:-1] * diff_low[1:] < 0)
assert len(changes) == 2
assert np.all(diff_high > 0)
crossings = np.array([
    brentq(lambda k: magnon(k, B_low) - phonon(k), grid[i], grid[i + 1])
    for i in changes])
root = np.sqrt(c**2 - 4 * D * gamma * B_low)
assert np.allclose(crossings, [(c - root) / (2 * D),
                               (c + root) / (2 * D)], rtol=1e-8)
gap_high = gamma * (B_high - B_t)
assert abs(diff_high.min() / gap_high - 1) < 1e-5

# Magnetoelastic modes for k parallel to B, from torque and elasticity.
z_axis = np.array([0.0, 0.0, 1.0])
length_unit = 1e-11
frequency_unit = 1e12


def coupled_rate(state):
    m = np.array([state[0], state[1], 0], dtype=complex)
    u = length_unit * np.array([state[2], state[3], 0], dtype=complex)
    v = length_unit * frequency_unit * np.array(
        [state[4], state[5], 0], dtype=complex)
    derivative = -1j * k_t
    field = -(D * k_t**2 / gamma) * m - (b2 / Ms) * derivative * u
    m_rate = -gamma * (np.cross(m, B_t * z_axis)
                       + np.cross(z_axis, field))
    v_rate = c**2 * derivative**2 * u + (b2 / density) * derivative * m
    return np.concatenate([
        m_rate[:2] / frequency_unit,
        v[:2] / (length_unit * frequency_unit),
        v_rate[:2] / (length_unit * frequency_unit**2)])


mode_matrix = np.column_stack([coupled_rate(e) for e in np.eye(6)])
mode_values = np.linalg.eigvals(mode_matrix)
assert np.max(np.abs(mode_values.real)) < 1e-9
frequencies = np.sort(mode_values.imag) * frequency_unit
positive = frequencies[frequencies > 0]
assert len(positive) == 3
splitting = positive[-1] - positive[0]
g = np.sqrt(gamma * b2**2 * k_t / (2 * density * c * Ms))
assert abs(splitting / (2 * g) - 1) < 1e-3
assert abs(positive[1] - w_t) < 0.01 * g

# Width of the k interval in which the branches differ by less than g.
fine_k = np.linspace(0.5 * k_t, 1.5 * k_t, 1000001)


def measured_width(B, k_values=fine_k):
    close = np.abs(magnon(k_values, B) - phonon(k_values)) < g
    return np.count_nonzero(close) * (k_values[1] - k_values[0])


width_touch = measured_width(B_t)
width_best = measured_width(B_t - g / gamma)
width_low = measured_width(B_low)
assert abs(width_touch / (2 * np.sqrt(g / D)) - 1) < 1e-3
assert abs(width_best / (2 * np.sqrt(2 * g / D)) - 1) < 1e-3
offsets = np.linspace(-5, 5, 101)
coarse_k = np.linspace(0.5 * k_t, 1.5 * k_t, 100001)
widths = [measured_width(B_t + x * g / gamma, coarse_k) for x in offsets]
assert abs(offsets[np.argmax(widths)] + 1) < 0.15
assert width_touch > width_low


# Dipolar shift, with precession frequencies taken from the torque.
def dipolar_magnon(k, B, angle):
    direction = np.array([np.sin(angle), 0.0, np.cos(angle)])
    columns = []
    for m in np.eye(3)[:2]:
        field = (-(D * k**2 / gamma) * m
                 - mu0Ms * direction * np.dot(direction, m))
        torque = -gamma * (np.cross(m, B * z_axis)
                           + np.cross(z_axis, field))
        columns.append(torque[:2])
    return np.max(np.linalg.eigvals(np.column_stack(columns)).imag)


dipolar_fields = []
for angle in (np.pi / 4, np.pi / 2):
    field, _ = numerical_touch(
        lambda k, B: dipolar_magnon(k, B, angle), phonon)
    S = mu0Ms * np.sin(angle)**2
    assert abs(field - (B_t - S / 2 + S**2 / (16 * B_t))) < 1e-6
    dipolar_fields.append(field)
B_dipolar = dipolar_fields[-1]


# Lattice dispersion estimated by chains with the cubic cell period.
def lattice_magnon(k, B):
    return gamma * B + 2 * D / cell**2 * (1 - np.cos(k * cell))


def lattice_phonon(k):
    return 2 * c / cell * np.sin(k * cell / 2)


shift_magnon = numerical_touch(lattice_magnon, phonon)[0] - B_t
shift_phonon = numerical_touch(magnon, lattice_phonon)[0] - B_t
shift_both = numerical_touch(lattice_magnon, lattice_phonon)[0] - B_t
lattice_estimate = B_t * (k_t * cell)**2 / 12
assert abs(shift_magnon / lattice_estimate - 1) < 0.06
assert abs(shift_phonon / lattice_estimate + 1) < 0.06
assert abs(shift_both) < 0.1 * abs(shift_magnon)

# Cubic anisotropy field along a cube edge, from energy curvature.
tilt = 1e-3


def cubic_energy(angle):
    return K1 * np.sin(angle)**2 * np.cos(angle)**2


curvature = (cubic_energy(tilt) - 2 * cubic_energy(0)
             + cubic_energy(-tilt)) / tilt**2
B_anisotropy = curvature / Ms
assert abs(B_anisotropy / (2 * K1 / Ms) - 1) < 1e-4

# Sensitivity to the inputs, by repeated numerical searches.
B_softer = numerical_touch(
    lambda k, B: gamma * B + 0.95 * D * k**2, phonon)[0]
B_D_up = numerical_touch(
    lambda k, B: gamma * B + 1.001 * D * k**2, phonon)[0]
B_c_up = numerical_touch(magnon, lambda k: 1.001 * c * k)[0]
assert abs((B_D_up / B_t - 1) / 0.001 + 1) < 0.01
assert abs((B_c_up / B_t - 1) / 0.001 - 2) < 0.01
B_round_low = c**2 / (4 * (D + 0.05e-6) * gamma)
B_round_high = c**2 / (4 * (D - 0.05e-6) * gamma)
B_wrong_units = c**2 / (4 * (2 * np.pi * D) * gamma)
B_long = c_long**2 / (4 * D * gamma)

GHz = 2 * np.pi * 1e9
energy = hbar * w_t
print(f"Stiffness D: {D:.2e} m^2/s")
print(f"Stiffness hbar*D: {hbar*D/charge*1e21:.3f} meV nm^2")
print(f"Transverse sound speed: {c:.0f} m/s")
print(f"Gyromagnetic ratio: {gamma:.5e} rad/(s T)")
print(f"Touching field, formula: {B_t:.4f} T")
print(f"Touching field, numerical search: {B_num:.4f} T")
print(f"Touching wavenumber: {k_t*1e-9:.4f} 1/nm")
print(f"Touching wavelength: {2*np.pi/k_t*1e9:.2f} nm")
print(f"Touching angular frequency: {w_t:.4e} rad/s")
print(f"Touching frequency: {w_t/GHz:.2f} GHz")
print(f"Touching energy: {energy/charge*1e3:.4f} meV")
print(f"Magnon group velocity at touch: {velocity:.1f} m/s")
print(f"Field below touch: {B_low:.1f} T")
print(f"Lower crossing there: {crossings[0]*1e-9:.4f} 1/nm")
print(f"Upper crossing there: {crossings[1]*1e-9:.4f} 1/nm")
print(f"Field above touch: {B_high:.1f} T")
print(f"Smallest gap there: {gap_high/GHz:.3f} GHz")
print(f"Field from D rounded up: {B_round_low:.3f} T")
print(f"Field from D rounded down: {B_round_high:.3f} T")
print(f"Field if D wrongly multiplied by 2 pi: {B_wrong_units:.3f} T")
print(f"Rough longitudinal sound speed: {c_long:.0f} m/s")
print(f"Longitudinal touching field: {B_long:.2f} T")
print(f"Rough magnetization: {Ms/1e3:.0f} kA/m")
print(f"Film demagnetizing field mu0*Ms: {mu0Ms:.3f} T")
print(f"Applied field, perpendicular film: {B_t+mu0Ms:.3f} T")
print(f"Touch with dipolar field, k normal to B: {B_dipolar:.4f} T")
print(f"Dipolar shift: {(B_dipolar-B_t)*1e3:.1f} mT")
print(f"Rough cubic anisotropy K1: {K1:.0f} J/m^3")
print(f"Anisotropy field, cube edge: {B_anisotropy*1e3:.1f} mT")
print(f"Rough cubic cell edge: {cell*1e9:.2f} nm")
print(f"Lattice shift, magnon only: {shift_magnon*1e3:.2f} mT")
print(f"Lattice shift, phonon only: {shift_phonon*1e3:.2f} mT")
print(f"Lattice shift, both: {shift_both*1e3:.3f} mT")
print(f"Rough density: {density:.0f} kg/m^3")
print(f"Rough magnetoelastic constant b2: {b2:.1e} J/m^3")
print(f"Coupling g/(2 pi): {g/GHz:.3f} GHz")
print(f"Hybrid splitting at touch: {splitting/GHz:.3f} GHz")
print(f"Coupling as field g/gamma: {g/gamma*1e3:.2f} mT")
print(f"Near-degenerate width at touch: {width_touch*1e-9:.4f} 1/nm")
print(f"Largest near-degenerate width: {width_best*1e-9:.4f} 1/nm")
print(f"Field of largest width: {B_t-g/gamma:.4f} T")
print(f"Near-degenerate width at 2.5 T: {width_low*1e-9:.4f} 1/nm")
print(f"Touch for D lower by 5 percent: {B_softer:.3f} T")
print(f"Shift for D lower by 5 percent: {(B_softer-B_t)*1e3:.0f} mT")
print(f"Mode energy divided by kB: {energy/kB:.2f} K")
print(f"Thermal/mode energy at 300 K: {kB*300/energy:.1f} (no unit)")
print("no test failed")
```

Running it gives:

```
Stiffness D: 7.70e-06 m^2/s
Stiffness hbar*D: 5.068 meV nm^2
Transverse sound speed: 3843 m/s
Gyromagnetic ratio: 1.76086e+11 rad/(s T)
Touching field, formula: 2.7231 T
Touching field, numerical search: 2.7231 T
Touching wavenumber: 0.2495 1/nm
Touching wavelength: 25.18 nm
Touching angular frequency: 9.5900e+11 rad/s
Touching frequency: 152.63 GHz
Touching energy: 0.6312 meV
Magnon group velocity at touch: 3843.0 m/s
Field below touch: 2.5 T
Lower crossing there: 0.1781 1/nm
Upper crossing there: 0.3210 1/nm
Field above touch: 2.9 T
Smallest gap there: 4.957 GHz
Field from D rounded up: 2.706 T
Field from D rounded down: 2.741 T
Field if D wrongly multiplied by 2 pi: 0.433 T
Rough longitudinal sound speed: 7200 m/s
Longitudinal touching field: 9.56 T
Rough magnetization: 140 kA/m
Film demagnetizing field mu0*Ms: 0.176 T
Applied field, perpendicular film: 2.899 T
Touch with dipolar field, k normal to B: 2.6359 T
Dipolar shift: -87.3 mT
Rough cubic anisotropy K1: -600 J/m^3
Anisotropy field, cube edge: -8.6 mT
Rough cubic cell edge: 1.24 nm
Lattice shift, magnon only: 22.38 mT
Lattice shift, phonon only: -21.32 mT
Lattice shift, both: 0.000 mT
Rough density: 5200 kg/m^3
Rough magnetoelastic constant b2: 7.0e+05 J/m^3
Coupling g/(2 pi): 0.312 GHz
Hybrid splitting at touch: 0.624 GHz
Coupling as field g/gamma: 11.14 mT
Near-degenerate width at touch: 0.0319 1/nm
Largest near-degenerate width: 0.0451 1/nm
Field of largest width: 2.7120 T
Near-degenerate width at 2.5 T: 0.0071 1/nm
Touch for D lower by 5 percent: 2.866 T
Shift for D lower by 5 percent: 143 mT
Mode energy divided by kB: 7.33 K
Thermal/mode energy at 300 K: 41.0 (no unit)
no test failed
```
